# Active learning of an oxide potential with an independent barrier audit: a program that tests the result

```python
"""Active learning of an interatomic potential for a model rock-salt oxide MO.

Result under test: train on greedily chosen, informative structures and stop only
when n fresh vacancy-hop barriers all have error <= TARGET. With at most K audits and
n >= ln(ALPHA/K)/ln(1-P_BAD), the chance of ever accepting a potential whose
failure probability exceeds P_BAD is at most ALPHA.
Symbols: x positions (angstrom), H cell rows, phi basis sums, theta coefficients,
precision = inverse posterior covariance, barrier = E(top) - E(well) in eV.
The reference is a classical model standing in for an electronic-structure method.
"""
import itertools
import math
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.optimize import minimize
from scipy.constants import k as k_boltzmann, e as e_charge

# Model oxide and reference parameters (eV, angstrom)
SPACING, RC = 2.10, 3.90
MORSE_D, MORSE_A, MORSE_R = 1.2, 1.8, 2.0
REP_OO, REP_MM, REP_LENGTH = 0.30, 0.20, 0.40
EMBED, EMBED_LENGTH = 2.0, 0.50
# Learning and audit parameters
SIGMA_E, SIGMA_G, PRIOR_SD = 0.01, 0.02, 10.0
TARGET, P_BAD, ALPHA, K = 0.03, 0.10, 0.10, 5
BATCH, POOL, TEMPERATURE = 3, 30, 600.0

all_sites = list(itertools.product(range(4), repeat=3))
oxygen = [s for s in all_sites if sum(s) % 2 == 0 and s != (0, 0, 0)]
cation = [s for s in all_sites if sum(s) % 2 == 1]
sites = oxygen + cation
N, N_OX = len(sites), len(oxygen)
where = {s: n for n, s in enumerate(sites)}
HOP, GATE1, GATE2 = where[(1, 1, 0)], where[(1, 0, 0)], where[(0, 1, 0)]
# The hopping ion's site maps to the vacancy: at the midpoint it is its own partner
PARTNER = np.array([where.get(((1 - s[0]) % 4, (1 - s[1]) % 4, (-s[2]) % 4), HOP)
                    for s in sites])
assert PARTNER[HOP] == HOP and np.array_equal(PARTNER[PARTNER], np.arange(N))
WELL = np.array(sites, float)


def hop_sites(progress, opening):
    """Ideal sites with the hopping ion moved and the two gate cations opened."""
    s = WELL.copy()
    s[HOP] -= progress * np.array([0.5, 0.5, 0.0])
    s[GATE1] += opening * np.array([1.0, -1.0, 0.0])
    s[GATE2] -= opening * np.array([1.0, -1.0, 0.0])
    return s


TOP = hop_sites(1.0, 0.10)
mo = [(c, o) for c in range(N_OX, N) for o in range(N_OX)]
oo = list(itertools.combinations(range(N_OX), 2))
mm = list(itertools.combinations(range(N_OX, N), 2))
PAIR_I, PAIR_J = np.array(mo + oo + mm).T
BOUNDS = np.array([len(mo), len(mo) + len(oo)])


def neighbours(x, H):
    dr = x[PAIR_I] - x[PAIR_J]
    dr -= np.rint(dr @ np.linalg.inv(H)) @ H
    r2 = np.einsum('ij,ij->i', dr, dr)
    keep = np.flatnonzero(r2 < RC * RC)
    r = np.sqrt(r2[keep])
    a, b = np.searchsorted(keep, BOUNDS)
    return PAIR_I[keep], PAIR_J[keep], dr[keep] / r[:, None], r, a, b


def scatter(i, j, unit, slope):
    pull = unit * slope[:, None]
    return np.stack([np.bincount(i, pull[:, c], N) - np.bincount(j, pull[:, c], N)
                     for c in range(3)], axis=1)


reference_calls = 0


def reference(x, H):
    """Reference energy and its gradient."""
    global reference_calls
    reference_calls += 1
    i, j, unit, r, a, b = neighbours(x, H)
    z = r / RC
    taper = (1 - z**4)**2
    dtaper = -8 * (1 - z**4) * z**3 / RC
    v, dv = np.empty_like(r), np.empty_like(r)
    ex = np.exp(-MORSE_A * (r[:a] - MORSE_R))
    v[:a] = MORSE_D * (ex * ex - 2 * ex)
    dv[:a] = -2 * MORSE_A * MORSE_D * (ex * ex - ex)
    v[a:] = np.exp(-(r[a:] - 3.0) / REP_LENGTH)
    v[a:b] *= REP_OO
    v[b:] *= REP_MM
    dv[a:] = -v[a:] / REP_LENGTH
    slope = dv * taper + v * dtaper
    w0 = np.exp(-(r[:a] - SPACING) / EMBED_LENGTH)
    rho = np.bincount(i[:a], w0 * taper[:a], N)
    dF = np.zeros(N)
    dF[N_OX:] = -0.5 * EMBED / np.sqrt(6 * rho[N_OX:])
    slope[:a] += dF[i[:a]] * w0 * (dtaper[:a] - taper[:a] / EMBED_LENGTH)
    energy = v @ taper - EMBED * np.sqrt(rho[N_OX:] / 6).sum()
    return energy, scatter(i, j, unit, slope)


NC = 10
NB = 3 * NC + 4
DER = np.zeros((NC, NC))
for n in range(1, NC):
    DER[:n, n] = cheb.chebder(np.eye(NC)[n, :n + 1])


def basis(x, H):
    """Basis sums phi and the derivative of each with respect to pair distances."""
    i, j, unit, r, a, b = neighbours(x, H)
    s = 1 - r / RC
    T = cheb.chebvander((r - 2.65) / 1.25, NC - 1)
    value = (s * s)[:, None] * T
    dvalue = (s * s)[:, None] * (T @ DER) / 1.25 - (2 * s / RC)[:, None] * T
    phi, slopes = np.zeros(NB), np.zeros((len(r), NB))
    for n, (lo, hi) in enumerate(((0, a), (a, b), (b, len(r)))):
        cols = slice(n * NC, (n + 1) * NC)
        phi[cols] = value[lo:hi].sum(axis=0)
        slopes[lo:hi, cols] = dvalue[lo:hi]
    y = (RC - r[:a]) / (RC - SPACING)
    p = np.bincount(i[:a], y**3 / 6, N)
    q = np.bincount(i[:a], y**6 / 6, N)
    dp, dq = -y**2 / (2 * (RC - SPACING)), -y**5 / (RC - SPACING)
    P, Q = p[i[:a]], q[i[:a]]
    phi[3 * NC:] = p @ p, p @ q, q @ q, (p**3).sum()
    slopes[:a, 3 * NC:] = np.stack(
        [2 * P * dp, Q * dp + P * dq, 2 * Q * dq, 3 * P * P * dp], axis=1)
    return phi, slopes, i, j, unit


def learned(theta):
    def surface(x, H):
        phi, slopes, i, j, unit = basis(x, H)
        return phi @ theta, scatter(i, j, unit, slopes @ theta)
    return surface


def design(x, H):
    """Scaled rows for one energy and all gradient components."""
    phi, slopes, i, j, unit = basis(x, H)
    incidence = np.zeros((3 * N, len(i)))
    pair = np.arange(len(i))
    for c in range(3):
        incidence[3 * i + c, pair] = unit[:, c]
        incidence[3 * j + c, pair] = -unit[:, c]
    return np.vstack([phi / SIGMA_E, incidence @ slopes / SIGMA_G])


def label(x, H):
    energy, gradient = reference(x, H)
    return np.concatenate([[energy / SIGMA_E], gradient.ravel() / SIGMA_G])


def fit(rows, labels):
    precision = np.eye(NB) / PRIOR_SD**2 + sum(A.T @ A for A in rows)
    rhs = sum(A.T @ y for A, y in zip(rows, labels))
    return np.linalg.solve(precision, rhs), precision


def relax(surface, start, H, symmetric=False):
    step = 0.2

    def displacement(v):
        u = step * v.reshape(-1, 3)
        return (u - u[PARTNER]) / 2 if symmetric else u

    def objective(v):
        energy, g = surface(start + displacement(v), H)
        if symmetric:
            g = (g - g[PARTNER]) / 2
        return energy, step * g.ravel()

    out = minimize(objective, np.zeros(3 * N), jac=True, method='L-BFGS-B',
                   options=dict(maxiter=200, maxfun=300, gtol=step * 1e-3,
                                ftol=1e-13))
    converged = np.max(np.abs(out.jac)) < step * 5e-3
    return out.fun, start + displacement(out.x), converged


def draw_strain(rng):
    e = np.diag(rng.uniform(-0.02, 0.02, 3))
    for a, b in ((0, 1), (0, 2), (1, 2)):
        e[a, b] = e[b, a] = rng.uniform(-0.01, 0.01)
    return e


def barrier(surface, strain):
    F = SPACING * (np.eye(3) + strain)
    H = 4 * F
    e_well, x_well, ok1 = relax(surface, WELL @ F, H)
    e_top, x_top, ok2 = relax(surface, TOP @ F, H, symmetric=True)
    return e_top - e_well, x_well, x_top, H, bool(ok1 and ok2)


def barrier_features(result):
    _, x_well, x_top, H, _ = result
    return basis(x_top, H)[0] - basis(x_well, H)[0]


def hessian_modes(surface, x, H):
    h, hess = 1e-3, np.empty((3 * N, 3 * N))
    for n in range(3 * N):
        shift = np.zeros(3 * N)
        shift[n] = h
        shift = shift.reshape(-1, 3)
        hess[n] = (surface(x + shift, H)[1] - surface(x - shift, H)[1]).ravel() / (2*h)
    return np.linalg.eigh((hess + hess.T) / 2)


def candidate(rng):
    F = SPACING * (np.eye(3) + draw_strain(rng))
    progress = rng.uniform(0, 1)
    s = hop_sites(progress, progress * rng.uniform(0.05, 0.15))
    return s @ F + rng.normal(0, 0.06, (N, 3)), 4 * F


def logdet(matrix):
    return np.linalg.slogdet(matrix)[1]


def gain(precision, info):
    return 0.5 * (logdet(precision + info) - logdet(precision))


def greedy(precision, infos):
    chosen, current = [], precision.copy()
    for _ in range(BATCH):
        scores = [-np.inf if n in chosen else gain(current, info)
                  for n, info in enumerate(infos)]
        chosen.append(int(np.argmax(scores)))
        current = current + infos[chosen[-1]]
    return chosen


# Gradients of both surfaces against finite differences of energies
train_rng, audit_rng = np.random.default_rng(11), np.random.default_rng(22)
check_rng = np.random.default_rng(33)
# smallest possible stretch is bounded by Gershgorin's theorem
assert RC < 2 * SPACING * (1 - 0.02 - 2 * 0.01)
x_test, H_test = candidate(check_rng)
direction, h = check_rng.normal(size=(N, 3)), 3e-5
numeric = (reference(x_test + h * direction, H_test)[0]
           - reference(x_test - h * direction, H_test)[0]) / (2 * h)
assert abs(numeric - np.sum(reference(x_test, H_test)[1] * direction)) < 1e-3
numeric = (basis(x_test + h * direction, H_test)[0]
           - basis(x_test - h * direction, H_test)[0]) / (2 * h)
analytic = SIGMA_G * design(x_test, H_test)[1:].T @ direction.ravel()
assert np.allclose(numeric, analytic, atol=2e-3, rtol=1e-4)

# The symmetric stationary point is the saddle joining two equivalent wells
for n in range(3):
    strain = np.zeros((3, 3)) if n == 0 else draw_strain(check_rng)
    result = barrier(reference, strain)
    height, x_well, x_top, H, ok = result
    assert ok and height > 0
    assert np.sum(hessian_modes(reference, x_well, H)[0] < -0.02) == 0
    values, modes = hessian_modes(reference, x_top, H)
    assert np.sum(values < -0.02) == 1
    if n == 0:
        zero_height, negative_curvature = height, values[0]
        mode = modes[:, 0].reshape(-1, 3)
        ends = []
        for sign in (-1, 1):
            energy, x_end, ok = relax(reference, x_top + sign * 0.15 * mode, H)
            assert ok and abs(energy - reference(x_well, H)[0]) < 2e-3
            ends.append((x_end[HOP] - x_top[HOP]) @ np.array([1, 1, 0]) / 2**0.5)
        assert ends[0] * ends[1] < 0 and min(abs(np.array(ends))) > 1.0

# Active-learning campaign; only its own reference calls enter the cost
n_audit = math.ceil(math.log(ALPHA / K) / math.log(1 - P_BAD))
F0 = SPACING * np.eye(3)
x0 = WELL @ F0 + train_rng.normal(0, 0.05, (N, 3))
reference_calls = 0
rows, labels = [design(x0, 4 * F0)], [label(x0, 4 * F0)]
history, accepted = [], False
for audit in range(K):
    theta, precision = fit(rows, labels)
    factor = np.linalg.cholesky(precision)
    surface = learned(theta)
    errors, deviations, heights = [], [], []
    accepted = True
    for _ in range(n_audit):
        strain = draw_strain(audit_rng)
        truth = barrier(reference, strain)
        assert truth[4]
        guess = barrier(surface, strain)
        delta = barrier_features(guess)
        errors.append(guess[0] - truth[0])
        deviations.append(np.linalg.norm(np.linalg.solve(factor, delta)))
        heights.append(truth[0])
        if not (guess[4] and abs(errors[-1]) <= TARGET):
            accepted = False
            break
    history.append((len(rows), len(errors), errors[-1], deviations[-1], accepted))
    if accepted or audit == K - 1:
        break
    pool = [candidate(train_rng) for _ in range(POOL)]
    blocks = [design(*c) for c in pool]
    infos = [A.T @ A for A in blocks]
    chosen = greedy(precision, infos)
    if audit == 0:
        first_selection = (precision.copy(), blocks, infos, chosen)
    for n in chosen:
        rows.append(blocks[n])
        labels.append(label(*pool[n]))
total_calls = reference_calls
audit_calls = total_calls - len(rows)
for n, item in enumerate(history):
    print(f"audit {n+1}: {item[0]} training cells, {item[1]} barriers tested, "
          f"last error {item[2]:.4g} eV, posterior sd {item[3]:.3g} eV, "
          f"{'accepted' if item[4] else 'rejected'}")
assert accepted, "no potential met the barrier target"
assert len(history) > 1, "the initial potential should not already pass"

# Posterior mean by augmented least squares, without normal equations
stack = np.vstack(rows + [np.eye(NB) / PRIOR_SD])
target = np.concatenate(labels + [np.zeros(NB)])
theta_ls = np.linalg.lstsq(stack, target, rcond=None)[0]
assert np.max(np.abs(stack @ (theta - theta_ls))) < 1e-3

# Information gain in data space, and greedy choice against exhaustive search
prec0, blocks0, infos0, chosen0 = first_selection
A = blocks0[chosen0[0]]
gain_first = gain(prec0, infos0[chosen0[0]])
data_gain = 0.5 * logdet(np.eye(len(A)) + A @ np.linalg.solve(prec0, A.T))
assert abs(gain_first - data_gain) < 1e-3
gain_repeat = gain(prec0 + infos0[chosen0[0]], infos0[chosen0[0]])
assert gain_repeat < gain_first
greedy_gain = gain(prec0, sum(infos0[n] for n in chosen0))
best_gain = max(gain(prec0, infos0[a] + infos0[b] + infos0[c])
                for a, b, c in itertools.combinations(range(POOL), BATCH))
assert (1 - math.exp(-1)) * best_gain <= greedy_gain <= best_gain + 1e-8
ranking = np.argsort([-gain(prec0, info) for info in infos0])[:BATCH]
top_gain = gain(prec0, sum(infos0[n] for n in ranking))

# Linear barrier response against complete re-relaxation
zero_fit = barrier(surface, np.zeros((3, 3)))
delta = barrier_features(zero_fit)
covariance_delta = np.linalg.solve(precision, delta)
change = 0.01 * covariance_delta / (delta @ covariance_delta)
plus = barrier(learned(theta + change), np.zeros((3, 3)))
minus = barrier(learned(theta - change), np.zeros((3, 3)))
response = (plus[0] - minus[0]) / 2
assert plus[4] and minus[4] and abs(response - delta @ change) < 3e-4
fit_modes = hessian_modes(surface, zero_fit[2], zero_fit[3])[0]
assert np.sum(fit_modes < -0.02) == 1

# Stopping rule in simulated campaigns with failure probability P_BAD
campaigns = 100000
n_single = math.ceil(math.log(ALPHA) / math.log(1 - P_BAD))


def false_stop_rate(size):
    fails = check_rng.binomial(size, P_BAD, (campaigns, K))
    return np.mean(np.any(fails == 0, axis=1))


safe_rate, naive_rate = false_stop_rate(n_audit), false_stop_rate(n_single)
assert safe_rate < ALPHA + 4 * math.sqrt(ALPHA * (1 - ALPHA) / campaigns)
assert naive_rate > ALPHA

# Further unseen strains, not used for training or stopping
n_extra, extra_errors = 20, []
for _ in range(n_extra):
    strain = draw_strain(check_rng)
    truth, guess = barrier(reference, strain), barrier(surface, strain)
    assert truth[4]
    extra_errors.append(guess[0] - truth[0] if guess[4] else np.inf)
extra_fail = int(np.sum(np.abs(extra_errors) > TARGET))
assert extra_fail <= 6  # exceeded with probability about 0.002 if q = 0.10

errors, deviations = np.array(errors), np.array(deviations)
rms = math.sqrt(np.mean(errors**2))
rms_sd = math.sqrt(np.mean(deviations**2))
kT = k_boltzmann * TEMPERATURE / e_charge
print(f"ions in cell: {N}; basis functions: {NB}")
print(f"spacing: {SPACING:.2f} angstrom; cutoff: {RC:.2f} angstrom")
print(f"barrier error target: {TARGET:.3f} eV")
print(f"allowed failure fraction: {P_BAD:.2f}; campaign risk: {ALPHA:.2f}")
print(f"maximum audits: {K}; barriers for a pass: {n_audit}")
print(f"single-look audit size: {n_single} barriers")
print(f"simulated false-stop rate, corrected audit: {safe_rate:.4f}")
print(f"simulated false-stop rate, single-look size: {naive_rate:.4f}")
print(f"first pick gain: {gain_first:.2f} nat; repeated: {gain_repeat:.2f} nat")
print(f"first batch gain, greedy: {greedy_gain:.3f} nat")
print(f"first batch gain, top individual scores: {top_gain:.3f} nat")
print(f"first batch gain, exhaustive best: {best_gain:.3f} nat")
print(f"unstrained reference barrier: {zero_height:.4f} eV")
print(f"unstrained reference barrier: {zero_height*e_charge:.4e} J")
print(f"unstrained learned barrier: {zero_fit[0]:.4f} eV")
print(f"reference saddle negative curvature: {negative_curvature:.3f} eV/angstrom^2")
print(f"barrier response to coefficient change: {response:.5f} eV")
print(f"linear prediction of that response: {delta @ change:.5f} eV")
print(f"accepted audit barrier range: {min(heights):.4f} to {max(heights):.4f} eV")
print(f"accepted audit mean barrier: {np.mean(heights):.4f} eV")
print(f"accepted audit rms error: {rms:.5f} eV")
print(f"accepted audit largest absolute error: {np.max(np.abs(errors)):.5f} eV")
print(f"accepted audit rms posterior sd: {rms_sd:.5f} eV")
print(f"rms error / rms posterior sd: {rms/rms_sd:.2f}")
print(f"extra unseen barriers: {n_extra}; failures: {extra_fail}")
print(f"extra largest absolute error: {np.max(np.abs(extra_errors)):.5f} eV")
print(f"training reference calls: {len(rows)}")
print(f"audit reference calls: {audit_calls}")
print(f"audit share of reference calls: {100*audit_calls/total_calls:.2f} percent")
print(f"thermal energy at {TEMPERATURE:.0f} K: {kT:.5f} eV")
print(f"rate factor for target error at {TEMPERATURE:.0f} K: {math.exp(TARGET/kT):.3f}")
print("tests ok")
```

It prints:

```
audit 1: 1 training cells, 1 barriers tested, last error 0.04344 eV, posterior sd 0.617 eV, rejected
audit 2: 4 training cells, 38 barriers tested, last error 0.0151 eV, posterior sd 0.0109 eV, accepted
ions in cell: 63; basis functions: 34
spacing: 2.10 angstrom; cutoff: 3.90 angstrom
barrier error target: 0.030 eV
allowed failure fraction: 0.10; campaign risk: 0.10
maximum audits: 5; barriers for a pass: 38
single-look audit size: 22 barriers
simulated false-stop rate, corrected audit: 0.0877
simulated false-stop rate, single-look size: 0.4040
first pick gain: 48.21 nat; repeated: 8.20 nat
first batch gain, greedy: 70.507 nat
first batch gain, top individual scores: 69.270 nat
first batch gain, exhaustive best: 70.507 nat
unstrained reference barrier: 2.6127 eV
unstrained reference barrier: 4.1860e-19 J
unstrained learned barrier: 2.6282 eV
reference saddle negative curvature: -5.245 eV/angstrom^2
barrier response to coefficient change: 0.01000 eV
linear prediction of that response: 0.01000 eV
accepted audit barrier range: 2.3481 to 2.7911 eV
accepted audit mean barrier: 2.6056 eV
accepted audit rms error: 0.01522 eV
accepted audit largest absolute error: 0.01677 eV
accepted audit rms posterior sd: 0.01110 eV
rms error / rms posterior sd: 1.37
extra unseen barriers: 20; failures: 0
extra largest absolute error: 0.01678 eV
training reference calls: 4
audit reference calls: 971
audit share of reference calls: 99.59 percent
thermal energy at 600 K: 0.05170 eV
rate factor for target error at 600 K: 1.786
tests ok
```
